# Why the LO–TO splitting of a polar sheet starts linearly from zero: verification in Python

```python
"""
Result under test: for an isolated polar sheet the in-plane optical phonons obey
    w_L^2 - w_T^2 = S q + O(q^2),   S = Z^2 e^2 / (2 eps0 A mu),
so the longitudinal-transverse splitting vanishes at q = 0 and grows linearly.
Z: Born charge at zero macroscopic field, A: cell area, mu: reduced mass,
q: in-plane wavevector, r: electronic screening length alpha/(2 eps0), with
alpha the sheet polarizability. A metal gate at distance d and oxides with
permittivities eps_b (below) and eps_t (above) change the law.
The lattice tests use reduced units: lattice constant 1, Coulomb constant 1
(then 1/(2 eps0) becomes 2 pi).
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

AREA = np.sqrt(3) / 2
TAU = np.array([0.5, 0.5 / np.sqrt(3)])          # vector from ion A to ion B
NEIGHBOURS = np.array([TAU, TAU - [1, 0], TAU - [0.5, np.sqrt(3) / 2]])


def dipole_sum(q, offset, eta, height=0.0):
    """In-plane field tensor of a wave of point dipoles, summed in real space.
    The smooth cutoff is flat near the origin, so it hardly alters the sum."""
    cut = np.sqrt(30 / eta)
    n = int(cut / AREA) + 3
    i = np.arange(-n, n + 1)
    x = i[:, None] + 0.5 * i[None, :] + offset[0]
    y = np.broadcast_to(AREA * i[None, :] + offset[1], x.shape)
    rho2 = x**2 + y**2
    keep = (rho2 < cut**2) & (rho2 + height**2 > 1e-12)
    x, y, rho2 = x[keep], y[keep], rho2[keep]
    dist2 = rho2 + height**2
    t = eta * rho2
    w = np.exp(-t) * (1 + t + t**2 / 2) / dist2**2.5
    w = w * np.exp(1j * (q[0] * x + q[1] * y))
    xx = np.sum(w * (3 * x**2 - dist2))
    yy = np.sum(w * (3 * y**2 - dist2))
    xy = np.sum(w * 3 * x * y)
    return np.array([[xx, xy], [xy, yy]])


def field_matrix(q, eta):
    same = dipole_sum(q, np.zeros(2), eta)
    cross = dipole_sum(q, TAU, eta)
    return np.block([[same, cross], [cross.conj(), same]])


# ---- honeycomb crystal of charged, polarizable ions --------------------
bare_charge = 1.0
charge = np.diag([1.0, 1.0, -1.0, -1.0]) * bare_charge
inv_polarizability = np.diag([1 / 0.02] * 2 + [1 / 0.04] * 2)
mass = np.array([1.0, 1.0, 1.3, 1.3])
spring = 80.0
zero = np.zeros(2)
# At q = 0 the cutoff error is proportional to sqrt(eta): eliminate it.
T0 = (2 * field_matrix(zero, 1e-4) - field_matrix(zero, 4e-4)).real
both = np.vstack([np.eye(2), np.eye(2)])         # equal vectors on both ions
grad_A = (T0 @ charge @ both)[:2]
grad_B = (T0 @ charge @ both)[2:]
static_gradient = np.block([[grad_A, np.zeros((2, 2))],
                            [np.zeros((2, 2)), grad_B]])


def phonon_squares(q, T):
    """Squared frequencies with induced dipoles eliminated."""
    C = T @ charge - static_gradient
    f = np.mean(np.exp(1j * NEIGHBOURS @ q))
    K = spring * np.kron(np.array([[1, -f], [-np.conj(f), 1]]), np.eye(2))
    electric = (charge @ T @ charge - charge @ static_gradient
                + C.conj().T @ np.linalg.solve(inv_polarizability - T, C))
    D = (K - electric) / np.sqrt(np.outer(mass, mass))
    return np.linalg.eigvalsh((D + D.conj().T) / 2)


# Born charges: total dipole per displacement without macroscopic field
induced = np.linalg.solve(inv_polarizability - T0,
                          T0 @ charge - static_gradient)
born = both.T @ (charge + induced)
Z_A, Z_B = born[0, 0], born[0, 2]
assert abs(Z_A + Z_B) < 1e-6 * abs(Z_A)
gamma = phonon_squares(zero, T0)
assert gamma[2] > 0 and abs(gamma[3] - gamma[2]) < 1e-6 * gamma[3]
assert np.max(np.abs(gamma[:2])) < 1e-6 * gamma[3]

direction = np.array([np.cos(0.3), np.sin(0.3)])
normal = np.array([-direction[1], direction[0]])
q_list = np.array([0.05, 0.10, 0.20])
slope_q, to_shift, screen_q = [], [], []
for qq in q_list:
    T = field_matrix(qq * direction, qq**2 / 60)
    w2 = phonon_squares(qq * direction, T)
    slope_q.append((w2[3] - w2[2]) / qq)
    to_shift.append(w2[2] - gamma[2])
    R = both.T @ np.linalg.solve(inv_polarizability - T, both)
    chi_L = (direction @ R @ direction).real
    chi_T = (normal @ R @ normal).real
    screen_q.append((1 / chi_L - 1 / chi_T) / qq)


def to_zero(v):
    """Extrapolate values at h, 2h, 4h to zero wavevector."""
    return (8 * v[0] - 6 * v[1] + v[2]) / 3


mu_model = mass[0] * mass[2] / (mass[0] + mass[2])
slope_lattice = to_zero(slope_q)
slope_born = 2 * np.pi * Z_A**2 / (AREA * mu_model)
slope_bare = 2 * np.pi * bare_charge**2 / (AREA * mu_model)
assert abs(slope_lattice / slope_born - 1) < 5e-3
assert abs(slope_lattice / slope_bare - 1) > 0.1   # bare charge must fail
to_ratio = to_shift[1] / to_shift[0]
assert 3.8 < to_ratio < 4.2                       # quadratic, no linear term
screen_ratio = to_zero(screen_q) / (2 * np.pi / AREA)
assert abs(screen_ratio - 1) < 5e-3

# field of one sheet at the height of another
qh, height = 0.1, 2.0
Th = dipole_sum(qh * direction, zero, qh**2 / 60, height).real
far_L, far_T = direction @ Th @ direction, normal @ Th @ normal
far_formula = -2 * np.pi * qh * np.exp(-qh * height) / AREA
assert abs(far_L / far_formula - 1) < 2e-3
assert abs(far_T / far_formula) < 2e-3

# field of charge stripes as a sum over line charges, in units of P/eps0
q_line = 0.7
line_sum = mp.quadosc(lambda x: mp.sin(q_line * x) / x, [0, mp.inf],
                      omega=q_line)
stripe_field = -q_line / (2 * np.pi) * 2 * float(line_sum)
assert abs(stripe_field + q_line / 2) < 1e-8

# retarded sheet fields from the Maxwell response, integrated over k_z
qr, kr = 1.0, 0.6
kap = np.sqrt(qr**2 - kr**2)
propagator = quad(lambda k: 1 / (qr**2 + k**2 - kr**2),
                  -np.inf, np.inf)[0] / (2 * np.pi)
assert abs((kr**2 - qr**2) * propagator + kap / 2) < 1e-7
assert abs(kr**2 * propagator - kr**2 / (2 * kap)) < 1e-7


# ---- sheet inside a gate stack ----------------------------------------
def potential(q, eps_b=1.0, eps_t=1.0, d=np.inf, r=0.0):
    """Sheet potential per unit sigma/eps0 (lengths in nm)."""
    return 1 / (q * (eps_b + eps_t / np.tanh(q * d)) + 2 * r * q**2)


def potential_grid(q, eps_b, eps_t, d, r, h):
    """Same quantity from a finite-difference Poisson equation in z."""
    nb, nt = int(round(15 / q / h)), int(round(d / h))
    eps = np.r_[np.full(nb, eps_b), np.full(nt, eps_t)]
    left, right = eps[:-1], eps[1:]
    diag = -(left + right) * (1 / h + q**2 * h / 2)
    diag[nb - 1] -= 2 * r * q**2
    ab = np.zeros((3, diag.size))
    ab[0, 1:] = eps[1:-1] / h
    ab[1] = diag
    ab[2, :-1] = eps[1:-1] / h
    rhs = np.zeros(diag.size)
    rhs[nb - 1] = -1
    return solve_banded((1, 1), ab, rhs)[nb - 1]


for case in [(0.3, 1.0, 1.0, 50.0, 0.7), (0.3, 3.0, 2.0, 5.0, 0.7)]:
    assert abs(potential_grid(*case, 0.01) / potential(*case) - 1) < 1e-4
gate_lo, gate_hi = [k**2 * potential_grid(k, 3.0, 3.0, 5.0, 0.7, 0.05)
                    for k in (0.002, 0.004)]
gate_ratio = gate_hi / gate_lo
assert 3.85 < gate_ratio < 4.05                   # quadratic near a gate

# ---- worked example: rough monolayer boron nitride regime --------------
a_nm, Z, m1, m2 = 0.25, 2.7, 11.0, 14.0
E_T, r_nm, spacing, thickness = 0.17, 0.7, 0.33, 0.33
eps_inf, eps_static, E_ox, gate_nm = 4.0, 20.0, 0.04, 5.0
temperature, linewidth = 300.0, 1e-3
mu_u = m1 * m2 / (m1 + m2)
area_nm2 = np.sqrt(3) / 2 * a_nm**2
S_SI = (Z * sc.e)**2 / (2 * sc.epsilon_0 * area_nm2 * 1e-18
                        * mu_u * sc.atomic_mass)
S = S_SI * (sc.hbar / sc.e)**2 * 1e9              # eV^2 nm
slope = S / (2 * E_T)                             # eV nm
velocity = slope * 1e-9 * sc.e / sc.hbar


def oxide(E):
    return eps_inf + (eps_static - eps_inf) * E_ox**2 / (E_ox**2 - E**2)


def splitting(q, eps=1.0, d=np.inf, r=r_nm):
    return np.sqrt(E_T**2 + 2 * S * q**2 * potential(q, eps, eps, d, r)) - E_T


small = 1e-5
assert abs(splitting(small) / (slope * small) - 1) < 1e-4
eps_ox = oxide(E_T)


def stack_eigenvalue(N, q):
    n = np.arange(N)
    g = q * np.exp(-q * spacing * np.abs(n[:, None] - n[None, :]))
    return np.linalg.eigvalsh(g)[-1]


def stack_splitting(N, q):
    g = stack_eigenvalue(N, q)
    return np.sqrt(E_T**2 + S * g / (1 + r_nm * g)) - E_T


eps_bulk = 1 + 2 * r_nm / spacing
bulk = np.sqrt(E_T**2 + 2 * S / (spacing * eps_bulk)) - E_T
assert abs(stack_eigenvalue(10, 1e-5) / (10 * 1e-5) - 1) < 1e-3
stack = {N: stack_splitting(N, 0.1) for N in (1, 10, 100, 1000)}
assert abs(stack[1000] / bulk - 1) < 0.02
assert abs(stack[1] / splitting(0.1) - 1) < 1e-10

# ---- sizes of neglected effects ---------------------------------------
k0 = E_T * sc.e / (sc.hbar * sc.c) * 1e-9
q_small, q_mid, q_large = 0.02, 0.1, 0.5
kappa = np.sqrt(q_small**2 - k0**2)
retarded = 1 - (kappa + k0**2 / kappa) / q_small
z = (np.arange(400) + 0.5) / 400 * thickness


def thickness_loss(q):
    return 1 - np.mean(np.exp(-q * np.abs(z[:, None] - z[None, :])))


assert abs(thickness_loss(q_mid) / (q_mid * thickness / 3) - 1) < 0.02
f = np.mean(np.exp(1j * NEIGHBOURS @ np.array([q_large * a_nm, 0])))
k_sp = mu_u * E_T**2
D = k_sp * np.array([[1 / m1, -f / np.sqrt(m1 * m2)],
                     [-np.conj(f) / np.sqrt(m1 * m2), 1 / m2]])
dispersion = np.sqrt(np.linalg.eigvalsh(D)[-1]) - E_T
q_width = brentq(lambda k: splitting(k) - linewidth, 1e-4, 1)
q_ten = brentq(lambda k: slope * k / splitting(k) - 1.1, 1e-4, 2)
occupation = 1 / np.expm1(E_T * sc.e / (sc.k * temperature))
E_L_ox = E_T + splitting(q_large, eps_ox)
oxide_change = oxide(E_L_ox) / eps_ox - 1

print("LATTICE TESTS (reduced units)")
print(f"bare charge {bare_charge:.3f}, Born charge {Z_A:.4f}")
print(f"slope of w_L^2-w_T^2: diagonalized {slope_lattice:.4f}")
print(f"slope from Born charge {slope_born:.4f}, bare {slope_bare:.4f}")
print(f"TO shift ratio when q doubles: {to_ratio:.3f}")
print(f"electronic screening slope, lattice/formula: {screen_ratio:.5f}")
print(f"field at height 2, lattice/formula: {far_L / far_formula:.5f}")
print(f"near-gate splitting ratio when q doubles: {gate_ratio:.3f}")
print("EXAMPLE INPUTS (rough, boron nitride monolayer regime)")
print(f"lattice constant {a_nm} nm, Born charge {Z} e")
print(f"masses {m1:.0f} and {m2:.0f} u, TO energy {E_T * 1e3:.0f} meV")
print(f"screening length r {r_nm} nm, sheet spacing {spacing} nm")
print(f"oxide eps: optical {eps_inf:.0f}, static {eps_static:.0f}")
print(f"oxide phonon {E_ox * 1e3:.0f} meV, gate distance {gate_nm:.0f} nm")
print("EXAMPLE RESULTS")
print(f"cell area {area_nm2:.5f} nm2, reduced mass {mu_u:.2f} u")
print(f"hbar^2 S = {S:.5f} eV^2 nm")
print(f"initial slope {slope * 1e3:.2f} meV nm")
print(f"group velocity {velocity / 1e3:.1f} km/s")
print(f"oxide permittivity at the TO energy {eps_ox:.3f}")
print("q (1/nm): splitting in meV: linear, isolated, in oxide, gated")
for k in (0.02, 0.05, 0.1, 0.2, 0.5):
    print(f"{k:5.2f}: {slope * k * 1e3:7.3f} {splitting(k) * 1e3:7.3f} "
          f"{splitting(k, eps_ox) * 1e3:7.3f} "
          f"{splitting(k, eps_ox, gate_nm) * 1e3:7.3f}")
print("splitting of N stacked sheets at q = 0.1 1/nm")
for N, value in stack.items():
    print(f"N = {N:4d}: {value * 1e3:.2f} meV")
print(f"bulk limit {bulk * 1e3:.2f} meV, bulk optical eps {eps_bulk:.2f}")
print("LIMITS AND NEGLECTED EFFECTS")
print(f"light-line wavevector {k0:.2e} 1/nm")
print(f"retardation lowers splitting at q=0.02 by {retarded * 100:.3f} %"
      if retarded >= 0 else
      f"retardation raises splitting at q=0.02 by {-retarded * 100:.3f} %")
print(f"thickness {thickness} nm lowers bare field at q=0.1 by "
      f"{thickness_loss(q_mid) * 100:.2f} %")
print(f"the same at q=0.5: {thickness_loss(q_large) * 100:.2f} %")
print(f"spring-model dispersion at q=0.5: {dispersion * 1e3:.3f} meV")
print(f"oxide eps change along LO branch to q=0.5: "
      f"{oxide_change * 100:.2f} %")
print(f"splitting equals rough {linewidth * 1e3:.0f} meV linewidth at "
      f"q = {q_width:.4f} 1/nm")
print(f"linear law 10 % too high at q = {q_ten:.3f} 1/nm")
print(f"thermal occupation at {temperature:.0f} K: {occupation:.2e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
LATTICE TESTS (reduced units)
bare charge 1.000, Born charge 2.3763
slope of w_L^2-w_T^2: diagonalized 72.4370
slope from Born charge 72.4849, bare 12.8361
TO shift ratio when q doubles: 3.990
electronic screening slope, lattice/formula: 1.00005
field at height 2, lattice/formula: 1.00017
near-gate splitting ratio when q doubles: 3.960
EXAMPLE INPUTS (rough, boron nitride monolayer regime)
lattice constant 0.25 nm, Born charge 2.7 e
masses 11 and 14 u, TO energy 170 meV
screening length r 0.7 nm, sheet spacing 0.33 nm
oxide eps: optical 4, static 20
oxide phonon 40 meV, gate distance 5 nm
EXAMPLE RESULTS
cell area 0.05413 nm2, reduced mass 6.16 u
hbar^2 S = 0.00827 eV^2 nm
initial slope 24.32 meV nm
group velocity 37.0 km/s
oxide permittivity at the TO energy 3.062
q (1/nm): splitting in meV: linear, isolated, in oxide, gated
 0.02:   0.486   0.479   0.158   0.029
 0.05:   1.216   1.171   0.392   0.155
 0.10:   2.432   2.258   0.775   0.494
 0.20:   4.864   4.215   1.512   1.316
 0.50:  12.161   8.781   3.527   3.506
splitting of N stacked sheets at q = 0.1 1/nm
N =    1: 2.26 meV
N =   10: 12.94 meV
N =  100: 24.46 meV
N = 1000: 26.07 meV
bulk limit 26.11 meV, bulk optical eps 5.24
LIMITS AND NEGLECTED EFFECTS
light-line wavevector 8.62e-04 1/nm
retardation raises splitting at q=0.02 by 0.093 %
thickness 0.33 nm lowers bare field at q=0.1 by 1.09 %
the same at q=0.5: 5.28 %
spring-model dispersion at q=0.5: -0.055 meV
oxide eps change along LO branch to q=0.5: 1.30 %
splitting equals rough 1 meV linewidth at q = 0.0425 1/nm
linear law 10 % too high at q = 0.130 1/nm
thermal occupation at 300 K: 1.40e-03
ALL CHECKS PASSED
```
